# L-BFGS orbital optimisation and the flooring of orbital-energy denominators

## Result

For a real closed-shell Hartree–Fock determinant, let $x_{ai}$ rotate occupied orbital $i$ into virtual orbital $a$. The energy gradient is $g_{ai}=4F_{ai}$, and a cheap initial Hessian is the diagonal $D$ with entries $d_{ai}=4(e_a-e_i)$. L-BFGS improves $D$ with stored pairs $(s,y)$ of rotation steps and gradient changes. Its direction is downhill for every nonzero gradient if

1. every stored pair satisfies $s\cdot y>0$, and
2. every denominator used in $D$ is positive.

Replacing $d_{ai}$ by $\tilde d_{ai}=\max(d_{ai},\delta)$, $\delta>0$, secures the second condition. Stored pairs can repair negative denominators, but each pair removes at most one negative direction.

A positive denominator may still be too small. In a quadratic model with true Hessian $H$, the full diagonal step lowers the energy for every nonzero gradient if and only if $2D-H$ is positive definite. For one rotation in this model, with positive gap and positive curvature, the unfloored step fails to lower the energy when

$$e_a-e_i\le 3K_{ai}-J_{ai},\qquad J_{ai}=(aa|ii),\quad K_{ai}=(ai|ai).$$

A small gap is therefore harmless or harmful according to the integrals it is compared with.

## Gradient and curvature

Let $C=(C_o,C_v)$ hold orthonormal occupied and virtual orbitals in a finite real basis. With $P=2C_oC_o^T$,

$$F=h^{\rm core}+G(P),\qquad G(P)_{pq}=\sum_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right]P_{rs},$$

and $E=\mathrm{tr}\,Ph^{\rm core}+\tfrac12\mathrm{tr}\,PG(P)+E_{\rm nuc}$. Orbitals move as $C(t)=C\exp(t\kappa)$, where $\kappa_{ai}=x_{ai}=-\kappa_{ia}$ and the other blocks of $\kappa$ vanish. Since $\dot C=C\kappa$,

$$\dot C_o=C_vx,\qquad \dot C_v=-C_ox^T,\qquad \dot P=2(C_vxC_o^T+C_ox^TC_v^T).$$

The map $G$ is symmetric, $\mathrm{tr}\,AG(B)=\mathrm{tr}\,BG(A)$, so the two halves of the derivative of $\tfrac12\mathrm{tr}\,PG(P)$ are equal. Hence

$$\dot E=\mathrm{tr}\,\dot PF=4\sum_{ai}x_{ai}F_{ai}=g\cdot x .$$

One factor 2 comes from double occupation, the other from the two equal terms of $\dot P$. The formula holds at every $t$ with the same $x$, provided $F_{ai}$ is taken in the moved orbitals.

Differentiating $F_{vo}=C_v^TFC_o$ by the product rule gives

$$\dot g=Hx=4\left[F_{vv}x-xF_{oo}+C_v^TG(\dot P)C_o\right],\qquad \ddot E=x\cdot Hx. \tag{1}$$

For a unit rotation of one pair, $\dot P$ has the elements $\dot P_{ai}=\dot P_{ia}=2$ in the orbital basis. The Coulomb part of $G(\dot P)_{ai}$ is $4K_{ai}$. The exchange part is $-\tfrac12(2J_{ai}+2K_{ai})=-J_{ai}-K_{ai}$. In pseudo-canonical orbitals, which diagonalise $F_{oo}$ and $F_{vv}$ separately, the diagonal element is therefore

$$h_{ai}=4(e_a-e_i+3K_{ai}-J_{ai}). \tag{2}$$

The initial Hessian $D$ drops the response of the Fock matrix, which contributes $4(3K_{ai}-J_{ai})$ to this diagonal element and also couples different rotations.

## Pairs in a moving frame

Gradients at different determinants belong to different tangent spaces. To compare them, take an orthonormal atomic basis and write a tangent vector as $T=C_vzC_o^T+C_oz^TC_v^T$. With $z$ constant, its derivative along the rotation is

$$\dot T=-C_o(x^Tz+z^Tx)C_o^T+C_v(zx^T+xz^T)C_v^T .$$

This has no occupied–virtual block, hence no tangent part. Constant components thus describe parallel transport along the step. If the new orbitals are $C\exp[\kappa(s)]$, without further mixing inside the occupied or virtual set, then $s$, the old gradient and all earlier pairs keep their components. The difference

$$y=g_{\rm new}-g_{\rm old}=\int_0^1H(t)s\,dt,\qquad s\cdot y=\int_0^1 s\cdot H(t)s\,dt \tag{3}$$

is then well defined, and $s\cdot y/s\cdot s$ is the mean curvature along the step.

Pseudo-canonical orbitals are needed just while $D$ is applied. If $U_o$ and $U_v$ diagonalise $F_{oo}$ and $F_{vv}$, then

$$\tilde D^{-1}r=U_v\left[(U_v^TrU_o)_{ai}/\tilde d_{ai}\right]U_o^T .$$

The result is back in the moving frame, so the stored pairs need no rotation.

## The two-loop recursion

Let $M$ approximate the inverse Hessian. The BFGS update is

$$M_+=V^TMV+\frac{ss^T}{s\cdot y},\qquad V=1-\frac{ys^T}{s\cdot y}. \tag{4}$$

Because $Vy=0$, it satisfies the secant equation $M_+y=s$: the new matrix reproduces the last observed gradient change.

Number the pairs $1,\dots,m$ from oldest to newest, and start from $M_0=\tilde D^{-1}$. To form $M_mg$, set $q_m=g$ and, for $j=m,\dots,1$,

$$\alpha_j=\frac{s_j\cdot q_j}{s_j\cdot y_j},\qquad q_{j-1}=V_jq_j=q_j-\alpha_jy_j .$$

Set $r_0=\tilde D^{-1}q_0$. Equation (4) gives $M_jq_j=V_j^TM_{j-1}q_{j-1}+\alpha_js_j$. With $r_j=M_jq_j$ and $V_j^T=1-s_jy_j^T/(s_j\cdot y_j)$, the second loop, $j=1,\dots,m$, is

$$r_j=r_{j-1}+s_j\left(\alpha_j-\frac{y_j\cdot r_{j-1}}{s_j\cdot y_j}\right).$$

The search direction is $p=-r_m$. No matrix of the dimension of the rotation space is stored.

## What a pair does to negative directions

Let $M$ be symmetric and nonsingular, possibly indefinite, and let $s\cdot y>0$. Any vector can be written uniquely as $v=\alpha y+w$ with $s\cdot w=0$. Then $Vv=w$ and $s\cdot v=\alpha\,s\cdot y$, so

$$v\cdot M_+v=w\cdot Mw+\alpha^2\,s\cdot y. \tag{5}$$

The direction $y$ contributes a positive term, with no cross term. The number of negative eigenvalues of $M_+$ therefore equals that of $M$ restricted to the hyperplane $s\cdot w=0$. Removing one dimension can remove at most one negative direction. If $M$ is positive definite, so is $M_+$.

Suppose $M$ has one negative eigenvalue, and put $u=M^{-1}s$. For $w$ in the hyperplane, $u\cdot Mw=s\cdot w=0$, while $u\cdot Mu=s\cdot u=s\cdot M^{-1}s$.

- If this number is negative, $u$ lies outside the hyperplane and carries the negative direction. The restriction is positive definite and the defect is cured.
- If it is positive, $u$ again lies outside the hyperplane, but the negative direction remains inside it.
- If it is zero, $u$ lies in the hyperplane with $u\cdot Mu=0$, so the restriction is not positive definite.

For $M=D^{-1}$ the condition for a cure is $s\cdot Ds<0$: the step must run where the diagonal predicts negative curvature, while the measured $s\cdot y$ is positive. A step with $s\cdot Ds\ge0$ does not cure the defect. In a numerical experiment with random six-dimensional matrices and pairs, 15 of 200 cases were cured. That fraction belongs to the chosen random distribution, not to molecules.

If $s\cdot y<0$, the secant equation gives $y\cdot M_+y=s\cdot y<0$, so the update is not positive definite. Armijo backtracking, which demands an energy decrease, does not exclude this case. The safeguard used here stores a pair if

$$s\cdot y\ge\varepsilon\,s\cdot s,\qquad \varepsilon>0, \tag{6}$$

and otherwise skips it. The orbital step itself is kept. Parallel transport preserves inner products, so an accepted pair continues to satisfy (6).

## When a denominator must be floored

Take a quadratic energy with gradient $g$ and Hessian $H$. The full step $-p_D$, with $p_D=D^{-1}g$, changes it by

$$\Delta E=-g\cdot D^{-1}g+\tfrac12g\cdot D^{-1}HD^{-1}g
=-\tfrac12p_D\cdot(2D-H)p_D. \tag{7}$$

As $g$ ranges over all nonzero vectors, so does $p_D$; this proves the criterion for $2D-H$. It concerns full steps. Descent for sufficiently short steps requires $g\cdot D^{-1}g>0$, hence positive $D$ if it is to hold for every gradient.

For one rotation at distance $\theta$ from a stationary point, $g=h\theta$, and the step gives

$$\theta_{\rm new}=\left(1-\frac hd\right)\theta. \tag{8}$$

Of the four sign combinations of $h$ and $d$, one never needs a floor in the quadratic model. If $h<0<d$, which by (2) requires $J_{ai}-3K_{ai}>e_a-e_i>0$, the factor is $1+|h|/d>1$, so the step moves away from a maximum and lowers the energy. Three cases remain.

**Positive curvature, positive denominator.** The error shrinks if $d>h/2$. Inserting (2) and $d=4(e_a-e_i)$ gives $e_a-e_i>3K_{ai}-J_{ai}$. If $J_{ai}\ge3K_{ai}$, any positive gap suffices. Otherwise a small gap can make the step overshoot so far that the error grows. A floor $\delta>h/2$ prevents this growth; if $\delta<h$, the floored step still passes the minimum but ends closer to it. The choice $\delta=h$ removes the linear error; a much larger floor makes the step slow.

**Negative curvature, negative denominator.** The stationary point is a maximum along this rotation. The signed direction points uphill, and the iteration converges to the maximum if $|h|<2|d|$. A positive floor restores descent.

**Positive curvature, negative denominator.** The point is a minimum along this rotation although the occupied level lies above the virtual one. The factor is $1+h/|d|>1$, so the signed iteration is repelled from a minimum. A floor is again needed.

With many rotations, $\delta>\lambda_{\max}(H)/2$ is sufficient for (7) to be negative, because every floored denominator then exceeds half the largest curvature. It is usually a poor choice when curvatures differ widely, since soft rotations then have $h/\delta\ll1$ and move slowly. A moderate floor combined with backtracking reduces this cost, but does not guarantee acceptance of the full step.

## Bounds and convergence

The safeguards also limit the conditioning of the update. In a finite basis the orthonormal orbitals form a compact set, so $\|H\|\le L$ for some finite $L$, and (3) gives $|y|\le L|s|$.

The matrix $V$ projects onto the hyperplane orthogonal to $s$, along $y$. For a given image $w$, the shortest preimage has length $|w|\sin\angle(w,y)$. The smallest value of this sine over the hyperplane is $\cos\angle(s,y)$. In at least two dimensions, therefore,

$$\|V\|=\frac{|s||y|}{s\cdot y}\le\frac L\varepsilon,\qquad
\lambda_{\max}(M_+)\le\frac{L^2}{\varepsilon^2}\lambda_{\max}(M)+\frac1\varepsilon. \tag{9}$$

For the lower bound, let $B=M^{-1}$ be positive definite. The inverse of $M_+$ is

$$B_+=B-\frac{Bss^TB}{s\cdot Bs}+\frac{yy^T}{s\cdot y}.$$

To verify this, note first that $B_+s=y$, so $M_+B_+s=s$. Next take $u$ with $u\cdot Bs=0$. Then $B_+u=Bu+y(y\cdot u)/(s\cdot y)$. Since $s\cdot Bu=0$, (4) gives $M_+Bu=V^Tu=u-s(y\cdot u)/(s\cdot y)$. Adding $M_+y(y\cdot u)/(s\cdot y)=s(y\cdot u)/(s\cdot y)$ yields $M_+B_+u=u$. The vectors $s$ and $u$ span the space because $s\cdot Bs>0$. The subtracted term in $B_+$ cannot raise the largest eigenvalue, so

$$\lambda_{\max}(B_+)\le\lambda_{\max}(B)+\frac{|y|^2}{s\cdot y}\le\lambda_{\max}(B)+\frac{L^2}{\varepsilon}.$$

The entries of $\tilde D$ are at least $\delta$ and, by compactness, bounded above, so $M_0$ has eigenvalues between fixed positive constants. With a fixed number of pairs, the eigenvalues of $M_m$ thus lie between positive constants $\lambda_-$ and $\lambda_+$. Let $p=-cM_mg$, where $c\le1$ limits the step length. Since $|g|$ is bounded, $c\ge c_0>0$. Taylor's theorem gives

$$E(t)\le E(0)+t\,g\cdot p+\tfrac12Lt^2|p|^2 .$$

The Armijo condition $E(t)\le E(0)+c_1t\,g\cdot p$, $0<c_1<1$, holds once $t\le2(1-c_1)|g\cdot p|/(L|p|^2)$. Here $|g\cdot p|/|p|^2\ge\lambda_-/\lambda_+^2$, so repeated halving stops at some $t\ge t_0>0$. Each iteration lowers the energy by at least $c_1t_0c_0\lambda_-|g|^2$. The energy is bounded below, hence $|g|\to0$ in exact arithmetic. Every limit point of the iterates is therefore stationary, but it may be a saddle point or a local minimum rather than the global minimum.

Rounding sets two further limits. If each gradient has an error of norm at most $\eta$, the ratio $s\cdot y/s\cdot s$ has an error of at most $2\eta/|s|$, so very short steps give unreliable pairs. Near a minimum, with $\xi$ the displacement and $g=H\xi$, the energy error is $\tfrac12\xi\cdot H\xi=\tfrac12g\cdot H^{-1}g\le|g|^2/(2\lambda_{\min})$. It can fall below the rounding error of $E$ while the gradient is still informative. As a precaution, the calculations below allow an energy slack of $10^{-11}\,E_h$ in the Armijo test. The convergence proof assumes no slack. With it, the guaranteed decrease becomes $c_1t_0c_0\lambda_-|g|^2-10^{-11}\,E_h$, which says nothing once the first term is the smaller one. Convergence to the gradient tolerance is then observed in the runs, not proved.

## Hydrogen: one rotation, all three cases

In a minimal STO-3G basis, H$_2$ has one gerade and one ungerade orbital. Call the two closed-shell determinants of pure symmetry $g^2$ and $u^2$; the single rotation mixes the two orbitals and connects these determinants.

For $g^2$ at $R=1.4$ bohr, $d=4.994\,E_h$ and $h=4.515\,E_h$. The factor is $1-0.904=0.096$, and the diagonal step works well. At $R=6$ bohr the gap is $0.1827\,E_h$, whereas

$$3K-J=3(0.3040)-0.4706=0.4414\,E_h .$$

The gap is too small. Indeed $h=4(0.1827+0.4414)=2.496\,E_h$ and $d=0.731\,E_h$, so the factor is $1-3.417=-2.417$. The factor reaches $-1$ at $R=4.27$ bohr; beyond this distance the step overshoots so far that a small error grows.

The long-distance limit explains this. Neglect overlap and hopping between the atomic orbitals, and let $U$ and $V\simeq1/R$ be the same-site and intersite Coulomb integrals. Then $J=J_{gg}=(U+V)/2$ and $K=(U-V)/2$, where $J_{gg}=(gg|gg)$. The one-electron energies are equal, so the gap is $2J-K-J_{gg}=V$, and $h=4(V+3K-J)=4(U-V)$. The gap vanishes, but the rotation moves charge from one atom to the other and costs a finite repulsion energy.

Starting $0.05$ rad from $g^2$ at 6 bohr, the raw step raises the energy by $0.0162\,E_h$. The floor $0.6h=1.498\,E_h$ changes the factor to $1-1/0.6=-0.667$. The quadratic estimate is $\tfrac12(2.496)(0.05)^2(0.667^2-1)=-0.0017\,E_h$; the computed change is $-0.0018\,E_h$.

For $u^2$ at 1.4 bohr, $d=-1.315\,E_h$ and $h=-1.794\,E_h$, giving a factor of $-0.364$. Started $0.1$ rad away, the signed iteration converges to the maximum at $0.4606\,E_h$. A step from that starting point, at $0.1$ rad, out to $0.15$ rad from $u^2$ has $s\cdot y/s\cdot s=-1.86\,E_h$, so its pair would be skipped. Floored L-BFGS reaches $g^2$ at $-1.1167\,E_h$.

Between $R=2.254$ and $2.418$ bohr, $u^2$ is a minimum of this restricted one-rotation problem with a negative gap. At the midpoint, $d=-0.0635\,E_h$ and $h=0.1253\,E_h$; the signed step multiplies the error by $2.97$. This says nothing about stability against spin-unrestricted rotations.

## Water: many rotations

The second example is water in RHF/6-31G, with O–H distances of 1.8 bohr and an angle of 104.5°. There are $5\times8=40$ rotations. The settings are $\varepsilon=0.05\,E_h$, a step cap of 0.5 rad and a gradient tolerance of $10^{-7}\,E_h$.

From core-Hamiltonian orbitals, slightly perturbed, and with $\delta=1\,E_h$, the diagonal method needs 35 iterations. L-BFGS with up to eight pairs needs 15. At the minimum the smallest denominator is $2.83\,E_h$, so this floor is inactive there. The eigenvalues of $H$ relative to $D$ run from 0.484 to 1.588. All are below 2, so the full diagonal step lowers the local quadratic model for every gradient. Its slowest error component has the factor $|1-1.588|=0.588$. Reducing a gradient of order $1\,E_h$ to the tolerance at that rate would take $7\ln10/(-\ln0.588)\simeq30$ iterations. This estimate holds only in the quadratic region; the observed 35 also include the steps taken far from the minimum.

The smallest Hessian eigenvalue is $1.448\,E_h$, well above $\varepsilon$, so the pair test does not reject the curvature of this minimum. The gradient tolerance implies an energy error of about $10^{-14}/(2\times1.448)\simeq3.5\times10^{-15}\,E_h$ at most, in the quadratic approximation. The observed differences from an independent SCF energy, up to $2\times10^{-13}\,E_h$, are larger than this estimate and of a size compatible with accumulated rounding. They measure agreement within RHF/6-31G; basis-set error and electron correlation are not included.

A start with negative denominators rotates the second occupied orbital by 1.4 rad into the lowest virtual, with a small random perturbation. Four denominators are negative, the lowest being $-4.05\,E_h$. The signed diagonal step nevertheless has slope $-0.435\,E_h$: an indefinite matrix can give descent for a particular gradient, but does not guarantee it. Floors of 0.1, 1 and 4 $E_h$ all lead to the reference energy, in 15, 15 and 18 iterations, with one pair skipped in each run. The two smaller floors lie below the smallest denominator at the minimum, $2.83\,E_h$, so they act only far from it, and here they give the same count. The floor of $4\,E_h$ stays active near the minimum, and that run takes three more iterations.

## Values computed for the example and the checks

```
H2, RHF/STO-3G; g2, u2 = doubly occupied orbital
g2 R=1.4000 bohr: gap=1.24847 J=0.66356 K=0.18126 Eh
   d=4.99388 h=4.51472 Eh, h/d=0.9041, measured factor=0.0959
g2 R=6.0000 bohr: gap=0.18266 J=0.47064 K=0.30402 Eh
   d=0.73064 h=2.49633 Eh, h/d=3.4166, measured factor=-2.4166
u2 R=1.4000 bohr: gap=-0.32882 J=0.66356 K=0.18126 Eh
   d=-1.31528 h=-1.79444 Eh, h/d=1.3643, measured factor=-0.3643
u2 R=2.3361 bohr: gap=-0.01588 J=0.58937 K=0.21219 Eh
   d=-0.06352 h=0.12529 Eh, h/d=-1.9724, measured factor=2.9724
g2 denominator overshoots beyond R = 4.2690 bohr
u2 becomes a minimum at R = 2.2541 bohr
u2 gap becomes positive at R = 2.4182 bohr
R=6 bohr, start angle 0.05 rad, floor 0.6h=1.49780 Eh
   energy change: raw 0.016183, floored -0.001770 Eh
R=1.4 bohr, start 0.10 rad from u2:
   signed-step slope=0.025068 Eh (positive means uphill)
   s.y/s.s for a 0.05 rad step=-1.86359 Eh
   signed iteration ends at 0.46057646 Eh
   floored L-BFGS ends at -1.11671433 Eh
one negative denominator cured by one random pair: 15 of 200
water RHF/6-31G: O-H 1.8 bohr, angle 104.5 degrees
   occupied 5, virtual 8, rotations 40
   independent SCF energy -75.98400244 Eh
   pair test 0.05 Eh, step cap 0.5 rad, gradient tolerance 1e-07 Eh
core-Hamiltonian start energy -69.721699 Eh, floor 1 Eh
   memory 0: iterations 35, evaluations 36, skipped 0, E-Eref -1.7e-13 Eh
   memory 8: iterations 15, evaluations 16, skipped 0, E-Eref 5.7e-14 Eh
at the minimum: smallest denominator 2.82606 Eh
   smallest true Hessian eigenvalue 1.44843 Eh
   H relative to D: 0.4840 to 1.5879
   largest diagonal error factor 0.5879
   two-loop versus dense BFGS, relative error 4.7e-16
exchanged start: angle 1.4 rad, energy -73.248974 Eh
   negative denominators 4, lowest -4.05448 Eh
   slope along signed diagonal step -0.43463 Eh
   floor 0.1 Eh: initial slope -17.22261 Eh, iterations 15
      evaluations 16, skipped 1, E-Eref 2.8e-14 Eh
   floor 1.0 Eh: initial slope -2.49645 Eh, iterations 15
      evaluations 16, skipped 1, E-Eref 2.8e-14 Eh
   floor 4.0 Eh: initial slope -1.26496 Eh, iterations 18
      evaluations 19, skipped 1, E-Eref 0.0e+00 Eh
```
